# Why Extra Scattering Lowers the Wind Valence but Not the Wind Force

## What symmetry fixes

A current through a metal pushes on an impurity because electrons scatter from it and leave momentum behind. This is the wind force. Take a spherical impurity in a free-electron metal. An electron in a state of wave vector $\mathbf k$ singles out one direction, so its average push on the impurity must lie along $\mathbf k$. Its contribution to the electric current lies along $-\mathbf k$. All electrons disturbed by a weak field have nearly the same wave number $k_F$, so the ratio of push to current is the same for all of them. The total wind force is therefore a constant times the current density $\mathbf j$.

Dimensions suggest the constant. Force divided by current density has the dimension of momentum times area divided by charge. The momentum is $\hbar k_F$, the charge is $e$, and the area measures how strongly the impurity scatters. The mean free path does not enter, because the ratio is already fixed for each electron separately. Background scattering decides how much field is needed to maintain the current.

The algebra below uses atomic units, $\hbar=m=e=1$, with electron charge $-1$. The field $E$ and current density $j$ point along $+z$, so a negative force points along the electron flow. The electron density is $n=k_F^3/(3\pi^2)$. The response is linear, scattering is elastic, and the background changes neither $n$ nor the impurity potential.

## The push of one electron state

Consider a plane wave of unit density. Its speed is $k$, so its flux is $k$. With scattering amplitude $f(\theta)$, electrons are scattered into the solid angle $d\Omega$ at the rate $k|f|^2d\Omega$. Each one loses the momentum $k(1-\cos\theta)$ along its original direction. The sideways parts cancel in the integral over azimuth. The impurity receives what the electrons lose:

$$
p=k^2S,\qquad S=\int |f|^2(1-\cos\theta)\,d\Omega .
$$

$S$ is the transport cross-section. To express it through the phase shifts $\delta_l$, write

$$
f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).
$$

Since $\int P_lP_{l'}d\Omega=4\pi\delta_{ll'}/(2l+1)$, the first part of $S$ is

$$
\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l
=\frac{4\pi}{k^2}\sum_l(l+1)\left(\sin^2\delta_l+\sin^2\delta_{l+1}\right).
$$

The last form follows by relabelling: $\sin^2\delta_l$ appears $l+1$ times from the first term and $l$ times from the second. In the part with $\cos\theta$, only neighbouring $l$ contribute, with

$$
\int P_lP_{l+1}\cos\theta\,d\Omega=\frac{4\pi(l+1)}{(2l+1)(2l+3)} .
$$

Each pair occurs twice, as complex conjugates, so

$$
\int|f|^2\cos\theta\,d\Omega=\frac{4\pi}{k^2}\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).
$$

Subtracting leaves, for each pair, $|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}|^2$. Because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/(2i)$, this equals $\sin^2(\delta_l-\delta_{l+1})$. Hence

$$
S=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
$$

There is a second way to obtain the push. The electron feels the force $-\nabla V$, so the impurity feels the average of $+\nabla V$. For a square well of depth $D$ and radius $a$, the gradient is concentrated at the edge, which gives

$$
p=Da^2\int|\psi(a,\theta)|^2\cos\theta\,d\Omega .
$$

For the well used below, this integral and $k_F^2S$ both give 3.7106 atomic units. An attractive well gathers electron density on its downstream side, and that density pulls the impurity along the flow.

## The sum over electrons

A weak field changes the occupation only near the Fermi surface. Write the change as $g(\hat{\mathbf k})\,\delta(\varepsilon-\varepsilon_F)$, where $\varepsilon=k^2/2$. The undisturbed Fermi sea pushes equally from all sides and gives no net force. With the sum running over states and both spins per unit volume,

$$
\mathbf j=-\sum_{\mathbf k}\mathbf k\,g\,\delta(\varepsilon-\varepsilon_F),\qquad
\mathbf F_{\rm wind}=\sum_{\mathbf k}k^2S\,\hat{\mathbf k}\,g\,\delta(\varepsilon-\varepsilon_F).
$$

The delta function sets $k=k_F$. One factor $k_FS$ can then be taken outside the second sum, and what remains is $-\mathbf j$:

$$
\mathbf F_{\rm wind}=-k_FS\,\mathbf j .
$$

Nothing was assumed about the shape of $g$. As a test, take the deliberately lopsided function $g=e^{1.5\mu}-2\mu^3+0.7\mu^2$, where $\mu$ is the cosine of the angle to $z$. Adding up the individual momentum transfers gives a force per current of $-5.1550$ atomic units, equal to $-k_FS$.

## What the background changes

The background determines the size of $g$ for a given field. The force on an electron is $-E$ along $z$. In the steady state, the drift of the occupation caused by the field balances the collisions:

$$
-E\,\frac{\partial f_0}{\partial k_z}=\text{collision rate of change}.
$$

At low temperature $\partial f_0/\partial\varepsilon=-\delta(\varepsilon-\varepsilon_F)$, and $\partial\varepsilon/\partial k_z=k_F\mu$. The left side is thus $+Ek_F\mu\,\delta(\varepsilon-\varepsilon_F)$. Let $w(\Theta)$ be the probability of background scattering through the angle $\Theta$, per unit path and per unit solid angle. Multiplication by the speed $k_F$ turns it into a rate. Cancelling the common factor $k_F\delta(\varepsilon-\varepsilon_F)$ gives

$$
E\mu=\int w(\Theta)\,[g(\hat{\mathbf k}')-g(\hat{\mathbf k})]\,d\Omega'.
$$

Try $g=-A\mu$. Averaging $\mu'$ over azimuth around $\hat{\mathbf k}$ gives $\mu\cos\Theta$, so the right side is

$$
A\mu\int w(\Theta)(1-\cos\Theta)\,d\Omega'=\frac{A\mu}{L},
\qquad \frac1L=\int w(\Theta)(1-\cos\Theta)\,d\Omega' .
$$

Therefore $A=LE$ and $g=-LE\mu$. If $w$ is the sum of a clean part and an extra part, their inverse transport paths add: $1/L=1/L_0+1/L_x$. Scattering through small angles counts little, because it hardly reduces the forward momentum.

The current follows from $\sum_{\mathbf k}\to2\int d^3k/(2\pi)^3$ and $k^2dk=k\,d\varepsilon$:

$$
j=-\frac{k_F^2}{4\pi^3}\int\mu g\,d\Omega
=\frac{k_F^2LE}{4\pi^3}\,\frac{4\pi}{3}
=\frac{k_F^2LE}{3\pi^2}=\frac{nLE}{k_F}.
$$

The last step uses $n=k_F^3/(3\pi^2)$. The wind valence is defined by $F_{\rm wind}=Z_{\rm wind}E$, so

$$
Z_{\rm wind}=-k_FS\,\frac{nL}{k_F}=-nSL,\qquad E=\frac{k_Fj}{nL}.
$$

The valence is proportional to $L$, and the field at fixed current is proportional to $1/L$. Their product is $-k_FSj$.

The momentum budget gives the physical reason. The solution $g=-LE\mu$ is a Fermi sphere displaced against the field by $q=LE/k_F$, and the current is $j=nq$. Holding $j$ fixed holds the displacement fixed, so the impurity meets the same electron stream. Extra scatterers drain momentum from that stream faster, and a larger field must replace it. The valence divides an unchanged force by this larger field.

## How large the effects are in a copper-like line

The example has rough copper-like values: $n=0.085$ electrons per cubic angstrom, a temperature of 373 K, and a clean mean free path of 30 nm. The current density is held at 1 MA/cm². Dissolved alloy atoms add extra scattering with $L_x=30$ nm and then 15 nm. Adding inverse paths gives totals of 30, 15 and 10 nm.

The migrating atom is modelled by a square well of radius 1.3 Å. Its depth, 5.22 eV, is set by the Friedel sum rule, $(2/\pi)\sum_l(2l+1)\delta_l=1$, so that one electron screens it. With $k_F=1.360$ Å⁻¹, the first four phase shifts are 0.7020, 0.2522, 0.0209 and 0.0010 rad. The cross-section is

$$
S=\frac{4\pi}{(1.360)^2}\,(0.1890+0.1051+0.0012)\ \text{Å}^2\approx2.01\ \text{Å}^2 .
$$

For the clean metal, with 30 nm written as 300 Å,

$$
Z_{\rm wind}=-0.085\times2.01\times300\approx-51 .
$$

This number depends strongly on the chosen radius. If the depth is readjusted to keep one screening electron, a radius of 1.0 Å gives $S\approx4.0$ Å² and a valence of about $-102$, while 1.6 Å gives 1.1 Å² and about $-28$. The values below therefore illustrate the model and do not predict the force in copper. For any of these radii, the wind force at fixed current is independent of $L$.

In ordinary units the resistivity is $\rho=\hbar k_F/(ne^2L)$, which gives 2.19 µΩ cm. Multiplication by the current density gives a field of 2.19 V/cm. The wind force is then $-51.1\times2.19\approx-112$ eV/cm, or $-1.12$ µeV/Å ($-1.80\times10^{-15}$ N).

| $L$ (nm) | $E$ (V/cm) | $Z_{\rm wind}$ | $F_{\rm wind}$ (µeV/Å) |
|---|---|---|---|
| 30 | 2.19 | −51.1 | −1.12 |
| 15 | 4.38 | −25.6 | −1.12 |
| 10 | 6.57 | −17.0 | −1.12 |

If the field is held at 2.19 V/cm instead, the current falls with $L$, and the wind force falls to $-0.56$ and $-0.37$ µeV/Å.

These entries were also obtained by solving the collision equation on a grid of angles, without assuming a cosine. The clean scattering was isotropic and the extra scattering was peaked forward, with $w\propto(1.5-\cos\Theta)^{-2}$. The solution agreed with $-LE\mu$ to better than one part in a million of $LE$.

## The total force is not quite unchanged

The field also acts directly on the charge of the atom, with force $Z_dE$. At fixed current density,

$$
F_{\rm total}=-k_FSj+\frac{Z_dk_Fj}{nL},
\qquad
\frac{F_{\rm direct}}{|F_{\rm wind}|}=\frac{Z_d}{nSL}.
$$

The second term grows as $L$ falls. For an assumed unscreened valence $Z_d=+1$, the direct force rises from 0.022 to 0.066 µeV/Å between the first and last rows of the table. It opposes the wind force, so the total changes from $-1.10$ to $-1.05$ µeV/Å, a reduction of 4% relative to the clean case.

Two limits show the range of the result. As $L$ grows without bound, the field needed for a given current tends to zero and the wind valence diverges, but the wind force stays finite. A large valence thus need not mean a large force.

In the opposite direction, the two forces would balance at $L=Z_d/(nS)\approx6$ Å. There $k_FL$ is only about 8, and the path is only a little over twice the width of the well. The picture of an electron travelling freely between separate collisions is then doubtful, so this balance is not a prediction.

A different limit arises when the migrating atoms themselves cause much of the resistance. Let there be $N$ of them per unit volume, scattering independently, and let $L_b$ be the path due to everything else. Then $1/L=NS+1/L_b$, and

$$
Z_{\rm wind}=-\frac{nS}{NS+1/L_b}.
$$

With no other scattering this becomes $-n/N$: the migrating atoms share all the momentum that the field gives to the electrons. The force on each is still $-k_FSj$.

## Comparison with real copper, and where the model fails

The density, mean free path and resistivity are near rough values for copper at this temperature, and the current density is in the range relevant to interconnects. The valence of $-51$ is not typical. Effective valences inferred for copper are, roughly, of order one to ten in size. Part of the gap can come from temperature, because many measurements are made on hotter metal, where $L$ is shorter. With $S$ unchanged, a resistivity of 9.6 µΩ cm, roughly that of copper near 1300 K, would give a wind valence of about $-12$. The isolated spherical well is also open to doubt, since a real atom jumps through a gap between neighbours, often along an interface or a grain boundary. If $S$ were five times smaller, the clean wind valence would be about $-10$ and the wind force at fixed current would also be five times smaller. It would still be independent of $L$ in this model. The direct force for $Z_d=+1$ would then be about 10% of the wind force at 30 nm and 29% at 10 nm, so the total force would depend much more on the background.

The alloy atoms may also stand close to the migrating atom. If each scattered as strongly as the model well, a path $L_x$ would require $1/(L_xS)$ of them per unit volume. This is about 2% of the atoms for 30 nm and 4% for 15 nm, taking one electron per atom. With twelve nearest neighbours placed at random, the chance of at least one alloy neighbour is $1-0.96^{12}$, or about 40%, in the second case. Such a neighbour can alter the local electron wave and the potential, and hence $S$. The model does not give the size of that change.

A real Fermi surface can break the invariance in another way. On a sphere, even a very uneven $g$ leaves the ratio of force to current alone. In a crystal, different parts of the surface can exert different pushes per unit current. Suppose that in the clean metal 80% of the current comes from a main group of electrons and 20% from a minor group whose push per current is half as large. The average push per current is 0.90 of the main group's value. Now let the extra scattering rate be twice as large for the minor group, so that the paths fall from 30 nm to 10 and 6 nm. The average becomes

$$
\frac{0.8\times10+0.2\times6\times0.5}{0.8\times10+0.2\times6}=0.935,
$$

which is 3.9% above its clean value. These group parameters are assumed for illustration and are not derived for copper. The change arises because the extra scattering shifts current towards the group that pushes harder.

The scale of three other neglected effects can be estimated for these numbers. The drift speed is about $5\times10^{-7}$ of the Fermi speed, which supports the linear treatment. Thermal smearing spreads the current over a range of energies. If the push per current varies with energy, the force per current then depends on how the mean free path varies with energy. Replacing a constant path by one proportional to $\varepsilon^2$ changes the force per current by 0.02%. At $L=10$ nm, an attenuation factor $e^{-2a/L}$ across the well differs from one by 2.6%. Damping of the electron wave, however, depends on the total path between collisions, in which small-angle scattering counts fully. For the forward-peaked scattering used for the table, that path is about 6.1 nm, and the attenuation becomes 4.2%. These figures indicate the scale of the neglected damping, not a calculated change in force.

## What to do in practice

Comparisons of metals or alloys should state what is held fixed. In the spherical model at fixed current density, a smaller wind valence caused by a shorter mean free path brings no relief from the wind force. At fixed field it does, because less current flows. In a real crystal the wind force at fixed current can also rise or fall somewhat, depending on which electrons the added atoms scatter most. The $j$ in $-k_FSj$ is also the local current density at the atom, and it equals the average over the cross-section only where the walls do not disturb the current. In a film with diffusely scattering walls the current density is lower at the walls, by a factor that depends on $L$. For a 50 nm film the Fuchs–Sondheimer model gives a wall value of 0.62 of the average at $L=30$ nm and 0.54 at $L=10$ nm. An atom moving along such an interface then feels a wind force about 12% smaller at the same average current. The reduction is about 15% for a 20 nm film and under 1% for a 1000 nm film. To compare wind forces at the same current density, compare $Z_{\rm wind}\rho$ instead of $Z_{\rm wind}$.

Data for the total effective valence $Z^*=Z_d+Z_{\rm wind}$ can be treated in the same way. In atomic units $\rho=k_F/(nL)$, so $Z_{\rm wind}\rho=-k_FS$ and

$$
Z^*\rho=Z_d\rho-k_FS .
$$

A plot of $Z^*\rho$ against $\rho$ is then a straight line. Its slope is the direct valence and its intercept gives the wind force per unit current. This reading requires a spherical Fermi surface, a sample thick enough that the current density at the moving atom is a fixed fraction of the average, and added scattering that leaves $Z_d$, $S$ and the electron density unchanged. Curvature would signal that at least one assumption of the model has failed, but a straight line does not prove that they all hold. Suppose that $S$ fell in proportion to the added resistivity, by 4% in all between the first and last rows of the table. The line would stay straight, but for a true $Z_d=+1$ its slope would be about 2. The direct force is so small here that a slight change in the wind force can mask it.

Adding scatterers also has a thermal cost. At fixed current density the heating power $jE$ rises from 2.2 to 6.6 MW/cm³ as the path falls from 30 to 10 nm. If the line becomes hotter, atomic diffusion can speed up even though the wind force has not changed. An alloy addition may still lengthen the life of a line if it slows diffusion enough, but that benefit has to be established separately. The numerical output below lists the values for all three cases.

## Calculated quantities

```
Electron density (rough, copper): 0.085 1/angstrom^3
Temperature: 373 K; kT = 0.0321 eV
Current density: 1.0 MA/cm2
Fermi wave number: 1.3602 1/angstrom
Fermi energy: 7.049 eV
Well radius: 1.30 angstrom
Well depth from Friedel rule: 5.219 eV
Phase shifts l=0,1,2,3: 0.7020, 0.2522, 0.0209, 0.0010 rad
Screening charge: 1.000000 electrons
Transport cross-section S: 2.0055 angstrom^2
Push of one state, potential gradient: 3.71057410 a.u.
Push of one state, kF^2 S: 3.71057410 a.u.
Force/current, non-cosine disturbance: -5.15497624 a.u.
Force/current, -kF S: -5.15497624 a.u.
Case 1: extra path inf nm, total path 30.00 nm
  resistivity: 2.191 microohm cm
  field at fixed current: 2.191 V/cm
  wind valence: -51.139
  wind force, fixed current: -1.1207 micro-eV/angstrom
  wind force, field of case 1: -1.1207 micro-eV/angstrom
  direct force, valence +1: 0.0219 micro-eV/angstrom
  total force, fixed current: -1.0988 micro-eV/angstrom
  direct/wind size: 1.96 %
  Joule heating: 2.191 MW/cm3
Case 2: extra path 30 nm, total path 15.00 nm
  resistivity: 4.383 microohm cm
  field at fixed current: 4.383 V/cm
  wind valence: -25.570
  wind force, fixed current: -1.1207 micro-eV/angstrom
  wind force, field of case 1: -0.5603 micro-eV/angstrom
  direct force, valence +1: 0.0438 micro-eV/angstrom
  total force, fixed current: -1.0769 micro-eV/angstrom
  direct/wind size: 3.91 %
  Joule heating: 4.383 MW/cm3
Case 3: extra path 15 nm, total path 10.00 nm
  resistivity: 6.574 microohm cm
  field at fixed current: 6.574 V/cm
  wind valence: -17.046
  wind force, fixed current: -1.1207 micro-eV/angstrom
  wind force, field of case 1: -0.3736 micro-eV/angstrom
  direct force, valence +1: 0.0657 micro-eV/angstrom
  total force, fixed current: -1.0549 micro-eV/angstrom
  direct/wind size: 5.87 %
  Joule heating: 6.574 MW/cm3
Wind force at fixed current, converted: -1.796e-15 N
Drift speed: 0.734 m/s
Drift speed / Fermi speed: 4.66e-07
kF times shortest path: 136.0
Wave damping across well, shortest path: 2.57 %
Thermal change of force/current: -0.01941 %
Two groups (assumed): minor share 0.2, push 0.5, extra rate 2.0
Two groups: paths 10.00 and 6.00 nm
Two groups: change of force/current 3.86 %
```
